# Scalar-Relativistic Radial Equations and Their Exponents at the Nucleus, part 2

We seek a scalar-relativistic equation for one electron in a central potential $V(r)$, with one radial function replacing those of the two $j$ levels. Hartree atomic units are used, so $c=1/\alpha$, and the energy $\varepsilon$ excludes the rest energy $c^2$. Define $M=1+(\varepsilon-V)/(2c^2)$ and $B=1/M$. The upper Dirac spinor is $\varphi$; $P=rg$ and $Q$ are the large and small radial functions. Primes mean $d/dr$, $\boldsymbol\sigma$ are the Pauli matrices and $\mathbf L$ is the orbital angular momentum. The eigenvalue $\kappa$ of $-(1+\boldsymbol\sigma\cdot\mathbf L)$ is $-(l+1)$ for $j=l+\tfrac12$ and $l$ for $j=l-\tfrac12$. The Dirac radial pair is

$$P'=-\frac{\kappa}{r}P+2McQ,\qquad Q'=\frac{\kappa}{r}Q-\frac{\varepsilon-V}{c}P .\tag{3}$$

The first derivation eliminates $Q$, then replaces the remaining linear $\kappa$ by its mean $-1$, weighted by $2j+1$. This gives the Koelling-Harmon (KH) equation:

$$P''-\frac{l(l+1)}{r^2}P+\frac{V'}{2Mc^2}\left(P'-\frac Pr\right)+2M(\varepsilon-V)P=0 .\tag{5}$$

The Cowan-Griffin (CG) equation drops the gradient term for $l>0$:

$$-\frac{P''}{2}+\frac{l(l+1)}{2r^2}P+VP-\frac{(\varepsilon-V)^2}{2c^2}P
-\delta_{l0}\frac{V'}{4Mc^2}\left(P'-\frac Pr\right)=\varepsilon P .\tag{6}$$

For $l>0$ that term's leading energy shift vanishes in a Coulomb field.

For a point nucleus of charge $Z$, $V=-Z/r$ and $\zeta=Z\alpha$. For $r\ll r_c=Z\alpha^2/2$, $P\sim r^\gamma$. Dirac states have $\gamma^2=\kappa^2-\zeta^2$; the scalar equations give

$$\gamma_{\rm KH}=\sqrt{l(l+1)+1-\zeta^2},\qquad
\gamma_s=\sqrt{1-\zeta^2},\qquad \gamma_p=\sqrt{3-\zeta^2}.\tag{8}$$

$$\gamma_p^{\rm CG}=\frac12+\sqrt{\frac94-\zeta^2}.\tag{9}$$

The CG s exponent is also $\gamma_s$. The opening formula for the 1s energy is $\varepsilon=c^2(\gamma-1)$ with $\gamma=\sqrt{1-\zeta^2}$.

The second derivation starts by eliminating the lower spinor in three dimensions, which gives the exact equation

$$-\frac12\nabla\cdot(B\nabla\varphi)+V\varphi+w(r)\,\boldsymbol\sigma\cdot\mathbf L\,\varphi=\varepsilon\varphi,
\qquad w(r)=\frac{V'}{4c^2M^2r}.\tag{10}$$

### The spin average and its radial equation

Average the operator in (10) over the two spin directions, leaving the spatial operators untouched. Each Pauli matrix has zero trace, so the spin-orbit term averages to zero:

$$-\frac12\nabla\cdot(B\nabla\psi)+V\psi=\varepsilon\psi .\tag{11}$$

Now the angles can be separated with an ordinary spherical harmonic, $\psi=g(r)Y_{lm}$. Since $B$ depends on $r$ alone, the angular part of $\nabla\cdot(B\nabla\psi)$ is $-Bl(l+1)\psi/r^2$, and

$$-\frac{1}{2r^2}\left(r^2Bg'\right)'+\frac{l(l+1)B}{2r^2}g+(V-\varepsilon)g=0 .\tag{12}$$

Expand the derivative and multiply by $-2M$. Because $MB=1$ and $MB'=V'/(2Mc^2)$,

$$g''+\frac{2g'}{r}+\frac{V'}{2Mc^2}g'-\frac{l(l+1)}{r^2}g+2M(\varepsilon-V)g=0 .$$

Finally multiply by $r$. From $P=rg$ we have $P''=rg''+2g'$ and $rg'=P'-P/r$. The result is

$$P''-\frac{l(l+1)}{r^2}P+\frac{V'}{2Mc^2}\left(P'-\frac Pr\right)+2M(\varepsilon-V)P=0,$$

which is (5). The combination $P'-P/r$, which came from $\kappa=-1$ in the first derivation, is here the gradient of the orbital, $rg'$.

### The exponents from a first-order pair

The second derivation also gives the exponents in its own way. Define $Q=rg'/(2Mc)$, so that

$$P'=\frac Pr+2McQ .\tag{13}$$

Then $r^2Bg'=2crQ$. Put this into (12) and multiply by $r^2/c$:

$$(rQ)'=\frac{r^2}{c}\left[\frac{l(l+1)}{2Mr^2}-(\varepsilon-V)\right]g .$$

Divide by $r$ and use $rg=P$:

$$Q'=-\frac Qr+\left[\frac{l(l+1)}{2Mcr^2}-\frac{\varepsilon-V}{c}\right]P .\tag{14}$$

Equations (13) and (14) are the KH equation in first-order form. They contain no derivative of $V$, which is convenient in numerical work.

Close to a point nucleus $2Mc\to\zeta/r$ and $(\varepsilon-V)/c\to\zeta/r$. The pair then has constant coefficients in the variable $\ln r$:

$$r\frac{d}{dr}\begin{pmatrix}P\\Q\end{pmatrix}=
\begin{pmatrix}1&\zeta\\ l(l+1)/\zeta-\zeta&-1\end{pmatrix}
\begin{pmatrix}P\\Q\end{pmatrix}.$$

Power-law solutions $r^\gamma$ have $\gamma$ equal to an eigenvalue of this matrix. Its trace is zero, so $\gamma^2$ is minus its determinant:

$$\gamma^2=1+\zeta\left[\frac{l(l+1)}{\zeta}-\zeta\right]=l(l+1)+1-\zeta^2 .$$

For $l=0$ and $l=1$ these are the exponents in (8).

### What each derivation assumes

The first derivation uses spherical symmetry from the start. It couples spin and orbital motion to definite $j$, finds one radial equation for each $\kappa$, and then needs a rule for combining them. The rule is to weight each level by its number of states. This is natural for a closed shell, or for an open shell whose states are occupied evenly.

The second derivation eliminates the lower spinor in space and removes the spin-dependent term before any angles are separated. It needs no weights $2j+1$. Equation (11) also keeps its form for a potential without spherical symmetry, because up to that point the central field was needed just to write the discarded term as $\boldsymbol\sigma\cdot\mathbf L$.

The two rules agree because they discard the same quantity. On a state of definite $j$, $\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)$. The weighted sum of $\kappa+1$ over a shell is thus minus the trace of $\boldsymbol\sigma\cdot\mathbf L$ over its $4l+2$ states. That trace vanishes, since the trace over spin already does.

Both derivations share three assumptions. The potential is the same for both spin directions. The small component is eliminated before the average. And one energy $\varepsilon$ is used in $M$ for the whole shell, although the two Dirac levels have different energies.

The second assumption includes a choice of which function to keep. Suppose $V$ is constant, measure $\varepsilon$ from it, and eliminate $P$ from (3) instead of $Q$. Differentiating the second equation and substituting the first gives

$$Q''=\frac{\kappa(\kappa-1)}{r^2}Q-2M\varepsilon Q .$$

For $\kappa=l$ the centrifugal factor is $l(l-1)$, while for $\kappa=-l-1$ it is $(l+1)(l+2)$. The small functions of the two $j$ levels have no common barrier, so the same average cannot be applied to them. The scalar equation is tied to the large component.

The CG equation needs one more assumption in either derivation, namely that the gradient term may be dropped for $l>0$. The first half showed that its leading energy shift vanishes in a Coulomb field. The origin exponent is not protected by that argument. For $r\ll r_c$ the gradient term varies as $r^{\gamma-2}$, like the centrifugal term. For p its size relative to that term is $(\gamma-1)/2$, about 0.31 for $Z=83$, and dropping it changes $\sqrt{3-\zeta^2}$ into (9).

### What the average leaves out

Restore the spin-orbit term in (12) with a free strength. Let $\lambda=\kappa+1$ vary continuously while $l$ stays fixed, so that $-\lambda wg$ is added on the left. Multiply by $r^2g$, integrate over $r$, and integrate the first term by parts:

$$F=\int_0^\infty\left\{\frac B2\left[r^2g'^2+l(l+1)g^2\right]+(V-\varepsilon-\lambda w)P^2\right\}dr=0 .$$

The radial operator is symmetric and gives zero when it acts on $g$. A small change of the orbital therefore does not change $F$ to first order, and the explicit dependence on $\lambda$ and $\varepsilon$ is enough. At $\lambda=0$, $\partial F/\partial\lambda=-\int wP^2dr$. For the energy, $\partial B/\partial\varepsilon=-1/(2c^2M^2)$, and $r^2g'^2=4M^2c^2Q^2$. This gives $\partial F/\partial\varepsilon=-N$ with

$$N=\int_0^\infty\left[P^2+Q^2+\frac{l(l+1)}{4M^2c^2r^2}P^2\right]dr .$$

Since $F$ stays zero as $\lambda$ varies,

$$\frac{d\varepsilon}{d\kappa}\bigg|_{\kappa=-1}=-\frac1N\int_0^\infty wP^2\,dr .\tag{15}$$

The quantity $N$ is the natural norm of a KH orbital. It contains the small function and a further term for $l>0$.

Now expand the energy about $\kappa=-1$ and average over the shell. The linear term vanishes because $\langle\kappa+1\rangle=0$. For the quadratic term,

$$\langle\kappa^2\rangle=\frac{2l\cdot l^2+(2l+2)(l+1)^2}{4l+2}=\frac{l^3+(l+1)^3}{2l+1}=l^2+l+1,$$

so $\langle(\kappa+1)^2\rangle=l^2+l+1-2+1=l(l+1)$, and

$$\langle\varepsilon_{\rm Dirac}\rangle-\varepsilon_{\rm KH}\simeq\frac{l(l+1)}2\,\frac{d^2\varepsilon}{d\kappa^2}.\tag{16}$$

The KH level thus reproduces the weighted mean of the Dirac levels to first order in spin-orbit coupling. In a Coulomb field $w\simeq Z\alpha^2/(4r^3)$ and $r\sim1/Z$, so the first-order coupling scales as $Z^4\alpha^2$, which is $Z^2\zeta^2$. A second-order effect is the square of this divided by a level spacing of order $Z^2$, so it is expected to scale as $Z^2\zeta^4=Z^6\alpha^4$. For the 2p level the program finds a power of 5.99 between $Z=10$ and $Z=20$. At $Z=10$ the difference is $-1.995\times10^{-5}$ hartree, and (16) gives $-1.983\times10^{-5}$ hartree.

### Hydrogen-like bismuth

Take a bismuth nucleus, $Z=83$, with one electron. The nucleus is a fixed point charge, and quantum-electrodynamic corrections are left out. Then

$$\zeta=\frac{83}{137.036}=0.60568,\qquad \zeta^2=0.36685,\qquad r_c=2.21\times10^{-3}\ \text{bohr}.$$

The exponents follow by taking square roots:

- s, both equations: $\sqrt{0.63315}=0.7957$
- p, KH: $\sqrt{2.63315}=1.6227$
- p, CG: $0.5+\sqrt{1.88315}=1.8723$
- Dirac: 0.7957 for $\mathrm p_{1/2}$ and 1.9061 for $\mathrm p_{3/2}$

The $\mathrm p_{1/2}$ function starts from the nucleus with the same low power of $r$ as an s function. Neither scalar equation can reproduce this, since each has one p function with an exponent between the two Dirac values.

For the 1s level the opening formula gives $\varepsilon=137.036^2\,(0.795708-1)=-3836.4$ hartree, and integration of the scalar equation gives the same value.

For 2p the Dirac levels are $-984.92$ hartree for $j=\tfrac12$ and $-881.83$ hartree for $j=\tfrac32$. Their weighted mean is

$$\frac{2(-984.92)+4(-881.83)}6=-916.19\ \text{hartree}.$$

The KH level is $-908.59$ hartree, which lies 7.61 hartree above this mean, or 0.83% of its magnitude.

The CG level can be found by hand. For $l>0$ in a Coulomb field, (6) reads

$$P''+\left[\frac{W^2-c^4}{c^2}+\frac{2ZW}{c^2r}+\frac{\zeta^2-l(l+1)}{r^2}\right]P=0,\qquad W=c^2+\varepsilon,$$

which is the radial Klein-Gordon equation. The nodeless function $r^\gamma e^{-kr}$ has $P''/P=\gamma(\gamma-1)/r^2-2\gamma k/r+k^2$. It is a solution if $\gamma$ is the CG exponent, $\gamma k=ZW/c^2$ and $k^2=(c^4-W^2)/c^2$. Eliminating $k$ gives $W=c^2/\sqrt{1+\zeta^2/\gamma^2}$. Here $\zeta/\gamma=0.60568/1.87228=0.32350$, so $W/c^2=0.951453$ and $\varepsilon=-911.66$ hartree. This is 4.54 hartree above the Dirac mean, or 0.50% of its magnitude.

In electronvolts the three 2p values are $-24724$ for KH, $-24807$ for CG and $-24931$ for the Dirac mean.

All these digits belong to the point-charge model. A uniformly charged bismuth nucleus of radius $1.35\times10^{-4}$ bohr raises the 1s level by 2.7 hartree and the $2\mathrm p_{1/2}$ level by 0.04 hartree, while the $2\mathrm p_{3/2}$, KH and CG levels move by less than $10^{-4}$ hartree. The distances of KH and CG from the Dirac mean then become 7.59 and 4.52 hartree.

CG lies closer to the mean than KH, although it contains one approximation more. The same ordering appears at $Z=10$ and $Z=20$. In these cases the gradient term raises the KH level above the CG level, while the spin-orbit effect beyond first order, which both scalar equations lack, places the Dirac mean below the KH level. Dropping the gradient term therefore cancels part of the error. This is a finding for the 2p level in a Coulomb field, and it does not show that CG is better in a screened atom.

Spin-orbit coupling can be added back to the KH level through (15), which gives $d\varepsilon/d\kappa=-29.30$ hartree. The level $\mathrm p_{1/2}$ has $\kappa+1=2$ and moves to $-908.59-58.60=-967.18$ hartree, within rounding. The level $\mathrm p_{3/2}$ has $\kappa+1=-1$ and moves to $-908.59+29.30=-879.29$ hartree. The splitting is $3\times29.30=87.9$ hartree, which is 85% of the Dirac splitting of 103.1 hartree. The errors are unequal: $\mathrm p_{1/2}$ lies 17.7 hartree too high and $\mathrm p_{3/2}$ lies 2.5 hartree too high. First-order coupling is thus a poor substitute for the Dirac equation in the $\mathrm p_{1/2}$ level of so heavy an ion.

The numerical check tests the elimination symbolically, and it tests the exponents, the energies and the derivative (15) by numerical integration.

## Computed results

```
p shell: mean kappa = -1.000000, mean kappa^2 = 3.000000
c = 137.035999 a.u.; 1 hartree = 27.211386 eV
Bi, Z = 83: Z*alpha = 0.605680, (Z*alpha)^2 = 0.366849
Length Z*alpha^2/2 = 2.2099e-03 bohr
Origin exponents, point nucleus: formula, integration at 1e-8 bohr
  s, KH = CG   0.795708  0.795707
  p, KH        1.622699  1.622699
  p, CG        1.872280  1.872279
  p1/2, Dirac  0.795708  0.795711
  p3/2, Dirac  1.906083  1.906082
Uniform nucleus, radius 1.0e-04 bohr, exponent at 1e-8 bohr
  s, KH = CG   1.000000
  p, KH        2.000000
  p, CG        2.000000
Z = 1: length Z*alpha^2/2 = 2.6626e-05 bohr
Z = 1, p, KH exponent at 1e-9 bohr: 1.73204
Z = 1, p, KH exponent at 3e-3 bohr: 1.99414
Hydrogen-like Bi, point nucleus, energies in hartree
  1s KH = CG              -3836.36956
  1s Dirac closed form    -3836.36957
  2p nonrelativistic      -861.12500
  2p1/2 Dirac             -984.92115
  2p3/2 Dirac             -881.82976
  2p weighted Dirac mean  -916.19356
  2p KH                   -908.58765
  2p CG                   -911.65678
  2p Klein-Gordon formula -911.65678
  KH minus Dirac mean     7.60590
  CG minus Dirac mean     4.53678
  d eps/d kappa, integral -29.29839
  d eps/d kappa, differ.  -29.29857
  2p1/2 KH + first order  -967.18444
  2p3/2 KH + first order  -879.28926
Share of P^2 in the KH norm: 0.975808
2p KH = -24723.93 eV, 2p CG = -24807.44 eV
2p Dirac mean = -24930.90 eV
Z = 10: Dirac mean - KH = -1.9948e-05 hartree, KH - CG = 1.0873e-05 hartree
Z = 20: Dirac mean - KH = -1.2657e-03 hartree, KH - CG = 6.7526e-04 hartree
Power of Z, Dirac mean - KH: 5.987
Power of Z, KH - CG: 5.957
Z = 10: second-order estimate of Dirac mean - KH = -1.9828e-05 hartree
```
